# First-order spin-orbit splitting of the e level of a C3v vacancy

Remove one chalcogen atom from a monolayer such as WS2, in which every metal atom sits in a trigonal prism of chalcogens. Three metal atoms now face the empty site, and their unsaturated d orbitals form defect levels. If the atoms keep their symmetric positions, some of these levels are orbitally twofold. With spin, such a level holds four states, and the heavy metal atoms couple spin to orbital motion. How does the fourfold level split, and which components of the orbital moment take part?

## Setting and assumptions

The $z$ axis is normal to the layer and passes through the vacancy. Angular momenta are in units of $\hbar$, and $\theta=2\pi/3$.

1. The site has symmetry C3v: a threefold rotation $C$ about $z$ and three vertical mirrors, each containing one metal atom.
2. The spinless one-electron Hamiltonian $H_0$ is real in a basis of real atomic orbitals. This is time-reversal symmetry without spin, so there is no magnetic order and no magnetic field.
3. $H_0$ has a twofold level of type e at energy $E_e$, separated from all other levels.
4. The spin-orbit coupling is on-site and equally strong on the three metal atoms:

$$W=\lambda\sum_A \mathbf L_A\cdot\mathbf S=\lambda\,\mathbf L\cdot\mathbf S,\qquad \mathbf L=\sum_A\mathbf L_A .$$

Here $\mathbf L_A$ acts on the orbitals of atom $A$ and is taken about that atom's own nucleus. The sum $\mathbf L$ is therefore not the angular momentum about the vacancy.

In an e level the real matrix $C$ has eigenvalues $e^{\mp i\theta}$. Let $e_+$, with orbital coefficients $\psi_i$, satisfy $Ce_+=e^{-i\theta}e_+$. Since $C$ and $H_0$ are real, $e_-=(e_+)^*$ has the same energy and satisfies $Ce_-=e^{+i\theta}e_-$. The two states are orthogonal because their eigenvalues differ. Let $P$ project on this pair, with both spins.

**Theorem.** To first order in $\lambda$, the e level splits into two Kramers doublets,

$$\{e_+\!\uparrow,\ e_-\!\downarrow\}:\ E_{3/2}=E_e+\tfrac12\lambda m,\qquad \{e_+\!\downarrow,\ e_-\!\uparrow\}:\ E_{1/2}=E_e-\tfrac12\lambda m,$$

$$m=\langle e_+|L_z|e_+\rangle ,$$

with separation $\Delta=|\lambda m|$. The components $L_x$ and $L_y$ have no matrix elements within the e level.

At this order the doublets separate only if $m\neq0$. The restriction to the axial moment belongs to first order; the second-order result below contains the transverse components.

## Two lemmas

**Lemma 1 (diagonal elements).** $\langle e_\pm|L_x|e_\pm\rangle=\langle e_\pm|L_y|e_\pm\rangle=0$, and $\langle e_-|L_z|e_-\rangle=-m$.

*Proof.* The rotation permutes the three atoms and turns their moments. Because the atoms are equivalent, the sum $\mathbf L$ turns as a vector. For $L_\pm=L_x\pm iL_y$ this means

$$C L_\pm C^{-1}=e^{\mp i\theta}L_\pm .$$

Insert $C^{-1}C=1$ on both sides of $L_+$:

$$\langle e_+|L_+|e_+\rangle=\langle Ce_+|\,CL_+C^{-1}\,|Ce_+\rangle
=e^{i\theta}\,e^{-i\theta}\,e^{-i\theta}\langle e_+|L_+|e_+\rangle .$$

The remaining factor $e^{-i\theta}$ is not 1, so the element is zero. Its complex conjugate is $\langle e_+|L_-|e_+\rangle$, which is zero too. Hence $L_x$ and $L_y$ have no expectation value in $e_+$.

In real orbitals $\mathbf L_A=-i\,\mathbf r\times\nabla$ has purely imaginary elements, so $L_a^*=-L_a$ for each component $a$. An expectation value is real and equals its own conjugate:

$$\langle e_+|L_a|e_+\rangle=\langle e_+|L_a|e_+\rangle^*=\langle e_-|L_a^*|e_-\rangle=-\langle e_-|L_a|e_-\rangle .$$

This gives $-m$ for $a=z$ and zero for $a=x,y$. ∎

**Lemma 2 (off-diagonal elements).** $\langle e_-|L_a|e_+\rangle=0$ for $a=x,y,z$.

*Proof.* $L_a$ is Hermitian and imaginary, so it is antisymmetric: $(L_a)_{ij}=-(L_a)_{ji}$. The bra of $e_-=\psi^*$ has coefficients $\psi_i$, without conjugation. Therefore

$$\langle e_-|L_a|e_+\rangle=\sum_{ij}\psi_i(L_a)_{ij}\psi_j=-\sum_{ij}\psi_i(L_a)_{ji}\psi_j=-\langle e_-|L_a|e_+\rangle ,$$

where the last step renames $i\leftrightarrow j$. The element equals its own negative and is zero. ∎

**Remark (why time reversal is needed).** The rotation alone does not remove $L_+$ between the partners. The argument of Lemma 1 gives

$$\langle e_-|L_+|e_+\rangle=e^{-i\theta}e^{-i\theta}e^{-i\theta}\langle e_-|L_+|e_+\rangle ,$$

and $e^{-3i\theta}=1$, so nothing is forced. The mirrors do not help either: $(L_x,L_y)$ transforms as E, and the product e⊗e = A1 + A2 + E contains E. Time reversal selects the antisymmetric part of the product, which is A2, the symmetry of $L_z$.

This was tested on ten random real and ten random complex Hamiltonians, all with C3v symmetry, for three atoms with five d orbitals each. In the real ones the largest transverse element within any e level was $4\times10^{-14}$, which is rounding error. In the complex ones, where time reversal is broken, it reached 0.92.

## Proof of the theorem

Write the coupling with spin ladder operators $S_\pm=S_x\pm iS_y$:

$$W=\lambda\left[L_zS_z+\tfrac12\left(L_+S_-+L_-S_+\right)\right].$$

By the lemmas, the second term has no elements within the e level, and $L_z$ is diagonal with values $\pm m$. With $\tau=\pm1$ on $e_\pm$,

$$PWP=\lambda m\,\tau S_z .$$

The product $\tau S_z$ is $+\tfrac12$ for $e_+\!\uparrow$ and $e_-\!\downarrow$, and $-\tfrac12$ for $e_+\!\downarrow$ and $e_-\!\uparrow$. These are the stated energies. Time reversal conjugates the orbital and flips the spin, so it exchanges the two members of each pair, which are Kramers partners. ∎

**Remark (names of the doublets).** A rotation by $\theta$ multiplies spin up by $e^{-i\theta/2}$ and spin down by $e^{+i\theta/2}$. The state $e_+\!\uparrow$ thus acquires $e^{-3i\theta/2}=-1$, as for angular momentum $j=\tfrac32$, and $e_+\!\downarrow$ acquires $e^{-i\theta/2}$, as for $j=\tfrac12$. These labels are defined modulo 3. They do not tell which doublet is lower; the sign of $\lambda m$ does.

## What the moment is made of

Let $\mathbf M_A=\langle e_+|\mathbf L_A|e_+\rangle$ be the moment on atom $A$. It need not be axial.

**Proposition.** $\mathbf M_A$ has no tangential component. Its radial components, equal on the three atoms, cancel in the sum, and $m=3M_{A,z}$.

*Proof.* The mirror through atom $A$ reverses the sense of rotation, so it maps $e_+$ to $e_-$ up to a phase. Angular momentum is an axial vector, so its component normal to the mirror, which is the tangential one, is unchanged. The tangential moment is therefore the same in $e_+$ and $e_-$. The conjugation argument of Lemma 1 holds atom by atom and says that it has opposite signs. It is zero. The rotation $C$ carries one atom's moment into the next, so the radial and axial parts are equal on all three atoms. Three radial unit vectors at $120°$ sum to zero, while the axial parts add. ∎

**Remark (a case without first-order splitting).** Suppose each atom contributes one real orbital $\varphi_A$ with a complex amplitude $c_A$. Then $\mathbf M_A=|c_A|^2\langle\varphi_A|\mathbf L_A|\varphi_A\rangle=0$, because the expectation value of an antisymmetric matrix in a real vector vanishes. The phases $c_A$ may describe a current running around the three atoms, but on-site coupling does not see it at first order. A nonzero $m$ requires at least two orbitals mixed with a complex relative phase on the same atom.

## Second order: the transverse components return

Let $n$ label the orbital states outside the e pair, with energies $E_n$. From the ladder form of $W$,

$$We_+\!\uparrow=\tfrac{\lambda}{2}\left[(L_ze_+)\!\uparrow+(L_+e_+)\!\downarrow\right],\qquad
We_+\!\downarrow=\tfrac{\lambda}{2}\left[-(L_ze_+)\!\downarrow+(L_-e_+)\!\uparrow\right].$$

In each state the axial and transverse terms end in opposite spins, so they do not interfere in the second-order sum. The two doublets have different rotation eigenvalues and do not mix, and time reversal forbids a coupling between Kramers partners. The energy shifts are therefore

$$\delta E_{3/2}=\frac{\lambda^2}{4}\sum_n\frac{|\langle n|L_z|e_+\rangle|^2+|\langle n|L_+|e_+\rangle|^2}{E_e-E_n},$$

and $\delta E_{1/2}$ is the same with $L_-$ in place of $L_+$. The axial part shifts both doublets equally. The difference is

$$\delta(E_{3/2}-E_{1/2})=\lambda^2\kappa,\qquad
\kappa=\sum_n\frac{|\langle n|L_+|e_+\rangle|^2-|\langle n|L_-|e_+\rangle|^2}{4(E_e-E_n)} .$$

Thus the first correction to the splitting comes from the transverse moment alone, acting through other levels.

## When the threefold symmetry is weakly broken

Let a weak, real, spin-independent perturbation $V$ act on the e level, for example a distortion or a nearby impurity. Since $V$ is real, $\langle e_+|V|e_+\rangle=\langle e_-|V|e_-\rangle$, which is a common shift. What remains is $v=\langle e_+|V|e_-\rangle$, which without spin splits the level by $\delta=2|v|$. For either spin, the matrix in the basis $(e_+,e_-)$, apart from the common shift, is

$$\begin{pmatrix}\pm\lambda m/2 & v\\ v^*&\mp\lambda m/2\end{pmatrix},$$

with eigenvalues $\pm\sqrt{(\lambda m/2)^2+|v|^2}$. To first order in both perturbations the splitting is

$$\Delta'=\sqrt{(\lambda m)^2+\delta^2}.$$

For $\delta\ll|\lambda m|$ the distortion adds only $\delta^2/(2|\lambda m|)$ within the e level. Mixing with other levels, left out here, can then matter as much. For $\delta\gg|\lambda m|$ the splitting is $\delta+(\lambda m)^2/(2\delta)$: the orbital moment is quenched, and spin-orbit coupling enters quadratically. Two doublets remain in both limits, because time reversal survives.

## Worked example: three metal atoms around a vacancy

The model has five d orbitals on each of three metal atoms. Its geometry and spin-orbit constant are rough values for WS2: metal spacing 0.315 nm, chalcogen height 0.157 nm and $\lambda=0.20$ eV. The ligand-field and hopping strengths are illustrative and not fitted to the material. Each of the five remaining ligands of a metal atom raises the d orbital pointing at it by 2.0 eV. Hopping between the metals is $-0.8$, $0.2$ and $0.1$ eV for σ, π and δ bonds.

The lowest levels are a1 at $-0.17$, e at $-0.07$, a1 at $0.21$ and e at $0.71$ eV. As a counting guide, two d electrons per metal fill the first a1 and e levels, and the two electrons left by a neutral sulfur atom fill the next a1. The e level at 0.7086 eV then plays the part of the empty vacancy level. Its nearest neighbour is 0.50 eV away.

For this level $m=-1.79$. Each atom has an axial moment of $-0.597$ and a radial one of $-0.121$; three times the axial part gives $m$, and the radial parts cancel. The first-order result is

$$\tfrac12\lambda m=\tfrac12(0.200)(-1.7905)=-0.1791\ \text{eV},$$

$$E_{3/2}=0.5295\ \text{eV},\qquad E_{1/2}=0.8876\ \text{eV},\qquad \Delta=0.358\ \text{eV}=358\ \text{meV}.$$

The orbital weights limit the size of $m$: 0.916 in $|m_l|=2$, 0.079 in $|m_l|=1$ and 0.005 in $m_l=0$. If all $m_l$ were negative, $m$ would be $-(2\times0.916+0.079)=-1.91$. The actual value is smaller in size by 0.12. Moving a weight $w$ from $-m_l$ to $+m_l$ costs at least $2w$, so at most 0.06 of the weight has positive $m_l$. The state is mainly $m_l=-2$ on each atom, so $\lambda m$ is negative and the $j=\tfrac32$ doublet is the lower one. The rotation label $+1$ does not fix $m_l$: any $m_l$ is compatible with it if the amplitudes on successive atoms differ by the phase factor $e^{i(1-m_l)\theta}$. The other e levels of the cluster have $m$ between $-0.29$ and $+1.37$: symmetry fixes the form of the splitting, not its size or sign.

Diagonalizing the cluster with the full coupling gives 0.5266 and 0.8881 eV, a splitting of 0.361 eV. The first-order value is 0.9 % below this. Part of the agreement is a cancellation. With $\kappa=-0.1925$ eV$^{-1}$, second order changes $E_{3/2}-E_{1/2}$ by $0.04\times(-0.1925)=-0.0077$ eV, from $-0.3581$ to $-0.3658$ eV. The full value is $-0.3614$ eV, so higher orders take back about 0.004 eV.

A sharper test uses $\lambda=\pm0.001$ eV. The part of $E_{3/2}-E_{1/2}$ that is odd in $\lambda$ agrees with $\lambda m$ within 0.1 %, and the even part agrees with $\lambda^2\kappa$ within 1 %.

## Neglected effects and the real material

**Chalcogen admixture.** A ligand orbital coupled by $t$, at a distance $D$ below the resulting level, raises a d level by $t^2/D$ and mixes in with weight $t^2/D^2$ relative to the d orbital. The weight ratio is thus the ligand-field energy divided by $D$. With $D=5$ eV it is 0.185, so the chalcogens hold $0.185/1.185=0.156$ of the state. If the metal part keeps its shape, the splitting falls by $0.156\times0.358=0.056$ eV, to about 0.30 eV. The chalcogens' own coupling, taken as 0.05 eV, contributes at most $0.05\times0.156=0.008$ eV, because $|m_l|\le1$ in a p shell.

**Distortion and temperature.** Shifting the orbital energies of one metal atom by 0.05 eV gives $\delta=0.010$ eV. Within the e level this raises the splitting by about 0.0001 eV. Mixing with the other cluster levels outweighs this, and the full splitting falls by about 0.0004 eV. Either way the change is small. An electron placed in the e level could drive a larger, Jahn-Teller distortion, which this estimate does not cover. At 300 K the thermal energy is 0.026 eV, about one fourteenth of the splitting, so thermal transfer of an electron from the lower to the upper doublet is weak.

**The surrounding layer.** In a real layer the three atoms are not isolated. The total hopping from the e state to the nine neighbouring metal atoms left out, taken as the square root of the summed squared amplitudes (labelled "rms" in the output), is 0.95 eV, larger than the 0.50 eV to the nearest cluster level. The cluster state would therefore not stay on the three atoms. Repeated over a whole layer, these parameters make the filled lowest band overlap the next one, so there is no band gap to hold the level, whereas WS2 has a gap with defect levels inside it. The cluster illustrates the theorem; the energy and $m$ of the real defect state must come from a calculation of the extended layer with realistic bands. For sulfur vacancies in WS2 the observed splitting is roughly 0.25 eV. The cluster value is about 0.1 eV larger. The similar size is no test of the cluster, because the effect of the outer atoms on the splitting is not included.

The theorem itself does not depend on the cluster. It holds for a spread-out state as long as the level is a separate e level, symmetry-equivalent atoms have equal coupling, and time reversal is intact; $\mathbf L$ then sums over all atoms, each weighted by its own $\lambda_A$. The numerical output below lists the cluster values used here; the change of the full splitting under distortion and the band overlap of the whole layer (about 0.26 eV without spin-orbit coupling) are not part of that list.

## Numbers as computed

```
metal spacing 0.315 nm, chalcogen height 0.157 nm
metal spin-orbit constant lam = 0.200 eV
ligand-field strength e_sigma = 2.00 eV
hopping sigma, pi, delta = -0.80, 0.20, 0.10 eV
levels without spin-orbit coupling:
  a1   -0.1732 eV
  e    -0.0735 eV, m = +0.3465
  a1    0.2058 eV
  e     0.7086 eV, m = -1.7905  <- chosen
  e     1.6132 eV, m = +1.3683
  a2    2.4399 eV
  a1    2.9984 eV
  e     3.3671 eV, m = -0.2924
  a2    4.3541 eV
  e     4.4721 eV, m = +0.3682
chosen e: weight in d orbitals with |m_l| = 0, 1, 2: 0.0050, 0.0790, 0.9160
distance to nearest other level = 0.5028 eV
axial moment m of e+ = -1.7905 hbar
moment per atom: radial -0.1207 hbar
moment per atom: tangential 2.1e-16 hbar (size)
moment per atom: axial -0.5968 hbar
largest transverse element, cluster e levels: 8.2e-16 hbar
same, random real C3v Hamiltonians: 3.5e-14 hbar
same, random complex C3v Hamiltonians: 0.919 hbar
first-order E(3/2) = 0.5295 eV
first-order E(1/2) = 0.8876 eV
first-order splitting = 0.3581 eV = 358.1 meV
second-order coefficient = -0.1925 1/eV
second-order change of E(3/2)-E(1/2) = -0.0077 eV
full diagonalization: E(3/2) = 0.5266 eV, E(1/2) = 0.8881 eV
full splitting = 0.3614 eV
weight of original e level in E(3/2), E(1/2): 0.9799, 0.9899
sizes of neglected effects:
  assumed d-p energy distance = 5.00 eV
  chalcogen-to-metal weight ratio = 0.1850
  splitting lost by this admixture = 0.0559 eV
  chalcogen spin-orbit constant = 0.050 eV
  bound on its part of the splitting = 0.0078 eV
  one metal shifted by 0.050 eV: delta = 0.0099 eV
  splitting with that distortion = 0.3582 eV
  thermal energy at 300 K = 0.0259 eV
  splitting / thermal energy = 13.85
  rms hopping to 9 outer metals = 0.9498 eV
```
